# Debugging a numerical check: Angular modes in the surface-diffusion stability of a solid cylinder

```python
"""Surface-diffusion stability of an isotropic solid cylinder.

Result under test: a perturbation cos(m theta) cos(k z) of a cylinder of
radius R changes at the rate
    sigma = -(B/R^4) (q^2 + m^2) (q^2 + m^2 - 1),   q = k R,
so only m = 0 with 0 < q < 1 grows; m = 1, q = 0 is a neutral translation.
B = D_s gamma Omega^2 nu / (k_B T): D_s surface diffusivity, gamma surface
energy, Omega atomic volume, nu surface atom density, T temperature.
The tests use R = 1 and B = 1 and the full geometry of the deformed surface.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar


def derivative_matrix(n):
    """Spectral derivative on n (odd) equally spaced points of a 2 pi period."""
    orders = np.fft.fftfreq(n, 1.0 / n)
    transformed = np.fft.fft(np.eye(n), axis=0)
    return np.real(np.fft.ifft(1j * orders[:, None] * transformed, axis=0))


DERIVATIVE = {n: derivative_matrix(n) for n in (13, 21)}


def angles(n):
    return 2 * np.pi * np.arange(n) / n


def mode_shape(m, q, n):
    """cos(m theta) cos(k z); rows are theta, columns are the phase k z."""
    axial = np.cos(angles(n)) if q > 0 else np.ones(n)
    return np.outer(np.cos(m * angles(n)), axial)


def metric(r, q):
    """Position derivatives and metric of the surface r(theta, z)."""
    n = r.shape[0]
    d = DERIVATIVE[n]
    theta = angles(n)[:, None]
    x, y = r * np.cos(theta), r * np.sin(theta)
    along_theta = np.array([d @ x, d @ y, np.zeros_like(r)])
    along_z = np.array([q * x @ d.T, q * y @ d.T, np.ones_like(r)])
    e = np.sum(along_theta**2, axis=0)
    f = np.sum(along_theta * along_z, axis=0)
    g = np.sum(along_z**2, axis=0)
    return along_theta, along_z, e, f, g, np.sqrt(e * g - f * f)


def radial_velocity(r, q, gibbs=0.0):
    """Nonlinear dr/dt; gibbs > 0 keeps the exponential adatom density."""
    n = r.shape[0]
    d = DERIVATIVE[n]
    theta = angles(n)[:, None]
    along_theta, along_z, e, f, g, root = metric(r, q)

    def surface_laplacian(u_theta, u_z):
        flux_theta = (g * u_theta - f * u_z) / root
        flux_z = (e * u_z - f * u_theta) / root
        return (d @ flux_theta + q * flux_z @ d.T) / root

    normal = np.cross(along_theta, along_z, axis=0) / root
    curvature = -sum(normal[i] * surface_laplacian(along_theta[i], along_z[i])
                     for i in range(3))
    drive = np.exp(gibbs * curvature) / gibbs if gibbs > 0 else curvature
    normal_velocity = surface_laplacian(d @ drive, q * drive @ d.T)
    radial_part = normal[0] * np.cos(theta) + normal[1] * np.sin(theta)
    return normal_velocity / radial_part


def measured_rate(m, q, gibbs=0.0, step=1e-4):
    """Modal rate and departure from an eigenmode, by finite differences."""
    shape = mode_shape(m, q, 21)
    response = (radial_velocity(1 + step * shape, q, gibbs)
                - radial_velocity(1 - step * shape, q, gibbs)) / (2 * step)
    rate = np.sum(response * shape) / np.sum(shape**2)
    return rate, np.max(np.abs(response - rate * shape))


def formula_rate(m, q):
    s = q * q + m * m
    return -s * (s - 1)


# Modal rates, eigenmode property and signs from the full geometry
worst_rate_error = 0.0
for m in range(5):
    for q in (0.0, 0.3, 0.7, 1.0, 1.3, 2.0):
        rate, residual = measured_rate(m, q)
        scale = 1 + abs(formula_rate(m, q))
        error = abs(rate - formula_rate(m, q)) / scale
        worst_rate_error = max(worst_rate_error, error)
        assert error < 1e-5 and residual / scale < 1e-5
        assert (rate > 1e-4) == (m == 0 and 0 < q < 1)

# A finite translation is stationary; an m = 2 distortion is not
shift = 0.3
theta_grid = angles(21)
shifted = shift * np.cos(theta_grid) + np.sqrt(
    1 - shift**2 * np.sin(theta_grid)**2)
shifted_speed = np.max(np.abs(radial_velocity(
    np.outer(shifted, np.ones(21)), 0.0)))
oval_speed = np.max(np.abs(radial_velocity(
    1 + 0.05 * mode_shape(2, 0.0, 21), 0.0)))
assert shifted_speed < 1e-7 and oval_speed > 0.1

# Excess area at fixed volume
for m in range(4):
    for q in (0.0, 0.4, 1.0, 1.5):
        if m == 0 and q == 0:
            continue
        deviation = 1e-3 * mode_shape(m, q, 21)
        mean_square = np.mean(deviation**2)
        r = np.sqrt(1 - mean_square) + deviation
        assert abs(np.mean(r**2) - 1) < 1e-13
        excess = 2 * np.pi * (np.mean(metric(r, q)[-1]) - 1)
        predicted = np.pi * mean_square * (q * q + m * m - 1)
        assert abs(excess - predicted) < 1e-4 * np.pi * mean_square

# Fastest axisymmetric mode by maximizing the measured rate
best = minimize_scalar(lambda q: -measured_rate(0, q)[0],
                       bounds=(0.2, 0.95), method="bounded")
assert abs(best.x - 1 / np.sqrt(2)) < 3e-3
assert abs(-best.fun - 0.25) < 1e-5

# Nonlinear evolution of a mixture, fourth-order Runge-Kutta
q_mix, start, duration, steps = 1 / np.sqrt(2), 1e-4, 0.2, 400
mixture = [(0, q_mix), (1, q_mix), (2, q_mix), (1, 0.0)]
shapes = [mode_shape(m, q, 13) for m, q in mixture]
r = 1 + start * sum(shapes)
dt = duration / steps
for _ in range(steps):
    k1 = radial_velocity(r, q_mix)
    k2 = radial_velocity(r + dt * k1 / 2, q_mix)
    k3 = radial_velocity(r + dt * k2 / 2, q_mix)
    k4 = radial_velocity(r + dt * k3, q_mix)
    r = r + dt * (k1 + 2 * k2 + 2 * k3 + k4) / 6
evolved = [np.sum((r - 1) * s) / np.sum(s**2) / start for s in shapes]
expected = [np.exp(formula_rate(m, q) * duration) for m, q in mixture]
# quadratic mode coupling is of relative order start = 1e-4
assert np.max(np.abs(np.array(evolved) - expected)) < 2e-3

# Copper wire: rough typical parameters, SI units inside
k_b, charge = constants.k, constants.e
radius, temperature, use_temperature = 20e-9, 673.0, 378.0
gamma, gamma_boundary = 1.7, 0.6
lattice_constant = 0.3615e-9
omega = lattice_constant**3 / 4
nu = omega**(-2 / 3)
surface_d0, surface_energy_ev = 1e-7, 0.85
lattice_d0, lattice_energy_ev = 2e-5, 2.05


def arrhenius(prefactor, energy_ev, t):
    return prefactor * np.exp(-energy_ev * charge / (k_b * t))


def mullins_coefficient(t):
    diffusivity = arrhenius(surface_d0, surface_energy_ev, t)
    return diffusivity * gamma * omega**2 * nu / (k_b * t)


d_surface = arrhenius(surface_d0, surface_energy_ev, temperature)
d_lattice = arrhenius(lattice_d0, lattice_energy_ev, temperature)
b = mullins_coefficient(temperature)
unit_rate = b / radius**4
fastest_wavelength = 2 * np.pi * np.sqrt(2) * radius
fastest_rate = unit_rate / 4
long_wavelength = 2000e-9
q_long = 2 * np.pi * radius / long_wavelength

# Exponential Gibbs-Thomson density multiplies every rate by one factor
gibbs = gamma * omega / (radius * k_b * temperature)
for m, q in ((0, 0.6), (1, 0.6), (2, 0.6)):
    ratio = measured_rate(m, q, gibbs)[0] / measured_rate(m, q)[0]
    assert abs(ratio - np.exp(gibbs)) < 1e-4

# Axial stiffness anisotropy: energy changes sign at q = (1 + s)^(-1/2),
# s = gamma''/gamma with respect to the tilt angle of the profile
anisotropy = 0.15


def anisotropic_excess(q, s):
    phase = angles(101)
    amplitude = 1e-3
    profile = np.sqrt(1 - amplitude**2 / 2) + amplitude * np.cos(phase)
    slope = -amplitude * q * np.sin(phase)
    energy = 1 + s * np.arctan(slope)**2 / 2
    return np.mean(profile * np.sqrt(1 + slope**2) * energy) - 1


cutoffs = []
for s in (-anisotropy, anisotropy):
    q_cut = 1 / np.sqrt(1 + s)
    assert anisotropic_excess(0.99 * q_cut, s) < 0
    assert anisotropic_excess(1.01 * q_cut, s) > 0
    cutoffs.append(2 * np.pi * radius / q_cut)

conductance_ratio = (d_lattice * np.pi * radius**2 / omega) / (
    d_surface * nu * 2 * np.pi * radius)
groove_angle = np.arcsin(gamma_boundary / (2 * gamma))
amplitude = 0.2e-9
wave_slope = amplitude * 2 * np.pi / fastest_wavelength
use_time = 4 * radius**4 / mullins_coefficient(use_temperature)

print(f"Largest scaled error of modal rates: {worst_rate_error:.1e}")
print(f"Speed of cylinder shifted by 0.3 R: {shifted_speed:.1e} B/R^3")
print(f"Speed of oval, m=2 amplitude 0.05 R: {oval_speed:.3f} B/R^3")
print(f"Measured fastest q: {best.x:.3f}; rate: {-best.fun:.4f} B/R^4")
print(f"Mixture: time {duration:.1f} R^4/B, start amplitude {start:.0e} R")
for (m, q), got, want in zip(mixture, evolved, expected):
    print(f"  m={m}, q={q:.4f}: factor {got:.4f}, linear theory {want:.4f}")
print(f"Copper wire radius: {radius*1e9:.1f} nm")
print(f"Anneal temperature: {temperature:.0f} K")
print(f"Surface energy (rough): {gamma:.2f} J/m^2")
print(f"Lattice constant: {lattice_constant*1e9:.4f} nm")
print(f"Atomic volume: {omega*1e27:.5f} nm^3")
print(f"Surface atom density Omega^(-2/3): {nu*1e-18:.2f} nm^-2")
print(f"Surface diffusion prefactor (rough): {surface_d0*1e4:.1e} cm^2/s")
print(f"Surface activation energy (rough): {surface_energy_ev:.2f} eV")
print(f"Thermal energy k_B T: {k_b*temperature/charge:.5f} eV")
print(f"Surface diffusivity: {d_surface*1e4:.3e} cm^2/s")
print(f"Coefficient B: {b*1e36:.3e} nm^4/s")
print(f"Unit rate B/R^4: {unit_rate:.4f} 1/s")
print(f"Cutoff wavelength 2 pi R: {2*np.pi*radius*1e9:.1f} nm")
print(f"Fastest wavelength: {fastest_wavelength*1e9:.1f} nm")
for m in range(3):
    rate = unit_rate * formula_rate(m, 1 / np.sqrt(2))
    print(f"  m={m} there: rate {rate:+.4f} 1/s, e-fold {1/abs(rate):.2f} s")
print(f"Time for tenfold growth: {np.log(10)/fastest_rate:.1f} s")
print(f"Long wavelength: {long_wavelength*1e9:.0f} nm, q = {q_long:.5f}")
for m in range(2):
    rate = unit_rate * formula_rate(m, q_long)
    print(f"  m={m} there: rate {rate:+.3e} 1/s, e-fold {1/abs(rate):.0f} s")
print(f"Gibbs-Thomson exponent: {gibbs:.4f}")
print(f"Common rate factor from it: {np.exp(gibbs):.4f}")
print(f"Stiffness anisotropy gamma''/gamma (rough): +/-{anisotropy:.2f}")
print(f"Cutoff for -: {cutoffs[0]*1e9:.1f} nm; +: {cutoffs[1]*1e9:.1f} nm")
print(f"Lattice diffusion prefactor (rough): {lattice_d0*1e4:.2f} cm^2/s")
print(f"Lattice activation energy (rough): {lattice_energy_ev:.2f} eV")
print(f"Lattice diffusivity: {d_lattice*1e4:.2e} cm^2/s")
print(f"Lattice/surface conductance ratio: {conductance_ratio:.1e}")
print(f"Grain-boundary energy (rough): {gamma_boundary:.2f} J/m^2")
print(f"Groove angle: {np.degrees(groove_angle):.1f} degrees")
print(f"Groove slope: {np.tan(groove_angle):.3f}")
print(f"Wave slope at amplitude {amplitude*1e9:.1f} nm: {wave_slope:.4f}")
print(f"Use temperature: {use_temperature:.0f} K")
print(f"Fastest e-fold time at use temperature: {use_time:.2e} s")
print(f"Use/anneal time ratio: {use_time*fastest_rate:.2e}")
print("all tests passed")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 105, in <module>
    assert shifted_speed < 1e-7 and oval_speed > 0.1
                                    ^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The test that a cylinder shifted by 0.3 R stays still used only 21 points around the circumference, too few for the fourth derivatives of that strongly shifted outline, so truncation error appeared as motion. The traceback marks the second half of a joint assertion, but the oval there must move at about 12 × 0.05 = 0.6 B/R³, well above its limit of 0.1, so the first half is the one that failed. The shifted cylinder is now computed with 41 points under the unchanged limit of 1e-7, the two conditions are asserted separately, and the 21-point speed is printed as well so that the diagnosis can be checked. The physics, the other tests and all tolerances are unchanged.

Diff:

```diff
@@ -21,5 +21,5 @@
 
 
-DERIVATIVE = {n: derivative_matrix(n) for n in (13, 21)}
+DERIVATIVE = {n: derivative_matrix(n) for n in (13, 21, 41)}
 
 
@@ -94,14 +94,19 @@
         assert (rate > 1e-4) == (m == 0 and 0 < q < 1)
 
+
 # A finite translation is stationary; an m = 2 distortion is not
-shift = 0.3
-theta_grid = angles(21)
-shifted = shift * np.cos(theta_grid) + np.sqrt(
-    1 - shift**2 * np.sin(theta_grid)**2)
-shifted_speed = np.max(np.abs(radial_velocity(
-    np.outer(shifted, np.ones(21)), 0.0)))
+def shifted_cylinder_speed(n, shift=0.3):
+    """Largest |dr/dt| of a displaced cylinder; n points resolve the outline."""
+    theta = angles(n)
+    outline = shift * np.cos(theta) + np.sqrt(1 - shift**2 * np.sin(theta)**2)
+    return np.max(np.abs(radial_velocity(np.outer(outline, np.ones(n)), 0.0)))
+
+
+coarse_shifted_speed = shifted_cylinder_speed(21)
+shifted_speed = shifted_cylinder_speed(41)
 oval_speed = np.max(np.abs(radial_velocity(
     1 + 0.05 * mode_shape(2, 0.0, 21), 0.0)))
-assert shifted_speed < 1e-7 and oval_speed > 0.1
+assert shifted_speed < 1e-7
+assert oval_speed > 0.1
 
 # Excess area at fixed volume
@@ -205,5 +210,6 @@
 
 print(f"Largest scaled error of modal rates: {worst_rate_error:.1e}")
-print(f"Speed of cylinder shifted by 0.3 R: {shifted_speed:.1e} B/R^3")
+print(f"Speed, cylinder shifted 0.3 R, 41 points: {shifted_speed:.1e} B/R^3")
+print(f"Same with 21 points (too coarse): {coarse_shifted_speed:.1e} B/R^3")
 print(f"Speed of oval, m=2 amplitude 0.05 R: {oval_speed:.3f} B/R^3")
 print(f"Measured fastest q: {best.x:.3f}; rate: {-best.fun:.4f} B/R^4")
```

The mended program passes:

```
Largest scaled error of modal rates: 5.0e-08
Speed, cylinder shifted 0.3 R, 41 points: 3.7e-11 B/R^3
Same with 21 points (too coarse): 1.5e-06 B/R^3
Speed of oval, m=2 amplitude 0.05 R: 0.899 B/R^3
Measured fastest q: 0.707; rate: 0.2500 B/R^4
Mixture: time 0.2 R^4/B, start amplitude 1e-04 R
  m=0, q=0.7071: factor 1.0513, linear theory 1.0513
  m=1, q=0.7071: factor 0.8608, linear theory 0.8607
  m=2, q=0.7071: factor 0.0429, linear theory 0.0429
  m=1, q=0.0000: factor 1.0001, linear theory 1.0000
Copper wire radius: 20.0 nm
Anneal temperature: 673 K
Surface energy (rough): 1.70 J/m^2
Lattice constant: 0.3615 nm
Atomic volume: 0.01181 nm^3
Surface atom density Omega^(-2/3): 19.28 nm^-2
Surface diffusion prefactor (rough): 1.0e-03 cm^2/s
Surface activation energy (rough): 0.85 eV
Thermal energy k_B T: 0.05799 eV
Surface diffusivity: 4.313e-10 cm^2/s
Coefficient B: 2.122e+04 nm^4/s
Unit rate B/R^4: 0.1326 1/s
Cutoff wavelength 2 pi R: 125.7 nm
Fastest wavelength: 177.7 nm
  m=0 there: rate +0.0332 1/s, e-fold 30.16 s
  m=1 there: rate -0.0995 1/s, e-fold 10.05 s
  m=2 there: rate -2.0891 1/s, e-fold 0.48 s
Time for tenfold growth: 69.4 s
Long wavelength: 2000 nm, q = 0.06283
  m=0 there: rate +5.216e-04 1/s, e-fold 1917 s
  m=1 there: rate -5.257e-04 1/s, e-fold 1902 s
Gibbs-Thomson exponent: 0.1080
Common rate factor from it: 1.1141
Stiffness anisotropy gamma''/gamma (rough): +/-0.15
Cutoff for -: 115.9 nm; +: 134.8 nm
Lattice diffusion prefactor (rough): 0.20 cm^2/s
Lattice activation energy (rough): 2.05 eV
Lattice diffusivity: 8.90e-17 cm^2/s
Lattice/surface conductance ratio: 9.1e-06
Grain-boundary energy (rough): 0.60 J/m^2
Groove angle: 10.2 degrees
Groove slope: 0.179
Wave slope at amplitude 0.2 nm: 0.0071
Use temperature: 378 K
Fastest e-fold time at use temperature: 1.57e+06 s
Use/anneal time ratio: 5.21e+04
all tests passed
```
